Inertial overswitching below the static coercive field

**Q:** Can a ferroelectric switch in a field too weak to remove its original minimum? I imagine a uniform polarization with very little damping.

**A:** It can, if the field arrives suddenly. Take the energy density

F = −aP²/2 + bP⁴/4 − EP, with a, b > 0,

and the equation of motion

mP″ = aP − bP³ + E − rP′.

Here m is the inertia of the polar mode, r is its friction, and primes are time derivatives. At zero field the minima lie at ±P0, with P0 = √(a/b). The system rests at −P0 when a constant E > 0 is switched on.

To remove the constants, set P = P0p, E = aP0e and measure time in units of √(m/a). Since bP0³ = aP0, every term carries a factor aP0, and dividing by it leaves

p″ = p − p³ + e − γp′, γ = r/√(am).

The field-free energy in units of aP0² is U = −p²/2 + p⁴/4. The start is p = −1 with velocity v = p′ = 0.

**Q:** What is the static coercive field in these units?

**A:** Raise the field so slowly that p stays at equilibrium. Then e = U′(p) = p³ − p. On the left branch this can be satisfied until e reaches the largest slope of U. Setting the derivative 3p² − 1 to zero gives p = −1/√3, hence

e_c = −1/(3√3) + 1/√3 = 2/(3√3) = 0.3849.

Above e_c no equilibrium is left on the negative side. In physical units E_c = 2aP0/(3√3).

**Q:** And when the field is sudden?

**A:** Put γ = 0. The field is constant after the switch, so v²/2 + U − ep is conserved. Equating its value at p with its value at the start gives

v²/2 = U(−1) − U(p) + e(p + 1).

Because U(−1) = −1/4,

U(p) − U(−1) = (p² − 1)²/4 = (p + 1)²(p − 1)²/4,

and a factor p + 1 comes out:

v²/2 = (p + 1)[e − g(p)], g(p) = (p + 1)(p − 1)²/4.

The motion can continue while the bracket is positive. Differentiating,

g′ = [(p − 1)² + 2(p + 1)(p − 1)]/4 = (p − 1)(3p + 1)/4.

Between −1 and 1 this is positive up to p = −1/3 and negative beyond it. The highest value of g is therefore

e_d = g(−1/3) = (2/3)(16/9)/4 = 8/27 = 0.2963.

If e > 8/27, the bracket is positive throughout −1 ≤ p ≤ 1, and the polarization changes sign. If e < 8/27, the bracket vanishes before p = −1/3, and the motion turns back there. Thus

E_d/E_c = (8/27)(3√3/2) = 4/(3√3) = 0.7698.

The sudden threshold is 77 percent of the static one, for this quartic energy, this start and no damping.

**Q:** That is a proof, but where does the missing 23 percent come from?

**A:** From kinetic energy gained early in the motion. The function g is an average slope:

g(p) = [U(p) − U(−1)]/(p + 1).

It is the slope of the chord from the starting point to p. A slowly raised field must overcome the steepest local slope of U. A sudden field must do enough total work, so it has to overcome the steepest average slope. Near p = −1 the restoring force is small, the field does more work than the well demands, and the surplus becomes motion. That motion carries the system through the steep part, where the restoring force exceeds the field.

By the mean value theorem, each chord slope equals a local slope somewhere between its ends, so it cannot exceed the largest local slope. Equality would require that largest slope all along the chord, which is impossible because U′(−1) = 0. The sudden threshold must therefore be lower for any smooth double well in this one-coordinate, undamped model.

The value 0.77 belongs to the quartic. Suppose the field-free force is p − 0.7p³ − 0.3p⁵, which keeps the minima at ±1. Integrating the motion numerically and bisecting on the field then gives a ratio of 0.783.

**Q:** What happens at the threshold itself, and how far does the polarization overshoot?

**A:** At e = 8/27 the bracket has a double zero at p = −1/3:

8/27 − g(p) = (p + 1/3)²(5/3 − p)/4.

The double zero is the top of the tilted barrier. Slightly above threshold the system passes it slowly and runs on to just beyond p = 5/3. The new equilibrium is nearer. It solves

p³ − p − 8/27 = (p + 1/3)(p² − p/3 − 8/9) = 0,

whose positive root is (1 + √33)/6 = 1.124. The polarization thus overshoots its new equilibrium by about 0.54 P0.

For the delay, write p = −1/3 + x. The curvature of the tilted energy there is 3p² − 1 = −2/3, and the kinetic energy at x = 0 is Δ = (2/3)(e − e_d). Near the top,

v² ≈ 2Δ + (2/3)x².

With κ = √(2/3), the time from −L to L is

∫dx/√(2Δ + κ²x²) = (2/κ) arsinh[κL/√(2Δ)] ≈ (1/κ) ln(2κ²L²/Δ).

The delay therefore grows as √(3/2) ln[1/(e − e_d)]. Reducing the excess field a hundredfold adds √(3/2) ln 100 = 5.64 time units. At zero excess the system never gets over.

**Q:** After the overshoot, does it stay reversed?

**A:** Not without loss. With the field on, v vanishes at p = −1 and at the far turning point, so the polarization swings back to −P0 and repeats the cycle. The 77 percent result concerns a transient reversal.

**Q:** Then I would switch the field off while P is positive.

**A:** That fails too, for one rectangular pulse without damping. At switch-off the energy above the field-free minima is

W = v²/2 + (p² − 1)²/4 = e(p + 1),

by the energy equation above. For p > 0 and e > 8/27 this exceeds 8/27, while the field-free barrier is U(0) − U(−1) = 1/4. The energy is at least 1.185 times the barrier, so the system crosses back.

A pulse below threshold does not help. It keeps p < −1/3, so W < (8/27)(2/3) = 16/81, which is less than 1/4, and the system remains in the original well. Lasting reversal needs dissipation or a shaped field.

**Q:** Dissipation must also raise the threshold. By how much?

**A:** For small γ, friction removes the energy γ∫v dp, evaluated to first order along the undamped threshold path. The factorized bracket gives its speed:

v = |p + 1/3| √[(p + 1)(5/3 − p)/2].

Let I be the integral of v from −1 to −1/3. Set s = 1/3 − p and R = 4/3. Then p + 1 = R − s, 5/3 − p = R + s, and |p + 1/3| = s − R/2, so

I = (1/√2) ∫ (s − R/2)√(R² − s²) ds, from R/2 to R.

The part with s gives (R² − R²/4)^(3/2)/3 = √3R³/8. The other integral is half a circular segment, of area (R²/2)(π/3 − √3/4). Multiplying that area by R/2 and subtracting,

I = (R³/√2)(3√3/16 − π/12) = 0.1055.

At the barrier top the surplus work (2/3)(e − e_d) must pay for γI. Hence

e_th ≈ 8/27 + (3/2)Iγ = 0.2963 + 0.158γ.

**Q:** If I clear that threshold and leave the field on, will friction hold the system in the reversed well?

**A:** Just above threshold, yes. Further above, if the damping is very weak, it depends on the field. The integral of v over the right-hand lobe, from −1/3 to 5/3, uses the same substitution with s running from −R to R/2:

J = (1/√2) ∫ (R/2 − s)√(R² − s²) ds = (R³/√2)(3√3/16 + π/6) = 1.422.

An excursion to the right and back costs 2γJ. The system is caught on the right if it can pay for the first crossing but not for the return:

γI < (2/3)(e − e_d) < γ(I + 2J).

This means 0.158 < (e − e_d)/γ < 4.42. From 4.42 to 4.74 it returns, loses a further 2γI on the left and is caught in the original well. From 4.74 to 9.01 it is caught on the right again. These edges hold to leading order, for fields close to e_d and γ below about 0.001. They move up as γ grows: at γ = 0.005 the window of return already lies between about 4.9 and 5.2. The sheet considered below, with γ = 0.177, is far outside this range.

**Q:** Can damping abolish the advantage altogether?

**A:** Yes. For e < e_c let p_b be the barrier position, with −1/√3 < p_b < 0. Since e = p_b³ − p_b, the force without friction is

f = p − p³ + e = (p_b − p)(p_b² + p_bp + p² − 1).

Consider the line v = γ(p_b − p)/2 in the plane of p and v. The start lies below it. On the line, the rate at which the system moves above it is

d/dt[v − γ(p_b − p)/2] = (f − γv) + γv/2 = f − γ²(p_b − p)/4.

For −1 ≤ p < p_b, the second factor of f is at most p_b² + |p_b|, which is below 1/3 + 1/√3. The rate is therefore negative if

γ ≥ 2√(1/3 + 1/√3) = 1.909.

The system cannot cross the line upward, and the line falls to zero speed at p_b. It cannot escape below p = −1 either, because the tilted energy there exceeds the starting energy. So it does not pass the barrier for any e < e_c. Above e_c the only equilibrium is positive, and friction brings the system there. The threshold is then the static one.

This γ is sufficient, not the smallest possible. Numerical integration with bisection gives thresholds of 0.810, 0.881 and 1.000 times e_c at γ = 0.1, 0.3 and 1.0.

**Q:** Put this into a sample. What fields and times would I need?

**A:** Take a free-standing sheet of thickness d = 10 nm with its polar axis in the plane, driven by a wave at normal incidence. I use rough values in the regime of lithium tantalate: P0 = 50 μC/cm², a soft-mode susceptibility χ = 40, a mode frequency of 6 THz and a linewidth Γ = r/m of one tenth of the angular frequency ω.

At P0 the slope dE/dP is −a + 3bP0² = 2a, and it equals 1/(ε₀χ). Thus

a = 1/(2ε₀χ) = 1.412 × 10⁹ V m/C, aP0 = 7.06 MV/cm.

The static field is 0.3849 × 7.06 = 2.72 MV/cm, and the undamped sudden threshold is 0.2963 × 7.06 = 2.09 MV/cm. Small oscillations obey mω² = 2a, so the time unit is √(m/a) = √2/ω = 37.5 fs.

The linewidth contributes γ = 0.1√2 = 0.141. The sheet also radiates. Its current per unit width, d·P′, sends equal waves to both sides and produces a field −(Z₀d/2)P′ at the sheet, where Z₀ is the impedance of free space. This acts as friction and adds Z₀d/(2√(am)) = 0.036. With the total, γ = 0.177, the first-order formula gives 2.29 MV/cm, and numerical integration gives 2.28 MV/cm, or 84 percent of the static field.

**Q:** So 2.5 MV/cm should work, although it is below the static value?

**A:** In the model it does. That field is 92 percent of E_c. Integrating the motion gives a sign change after 186 fs and a peak of 81 μC/cm² at 272 fs. After 5 ps, with the field still on, P = 57 μC/cm², the reversed equilibrium in that field. These figures extend a quartic energy and a friction fixed by small oscillations to a swing of 1.6 P0 in a single mode, so they are estimates for the model, not predictions for the crystal. The held field is an idealization too: a radiated pulse from a finite source averages to zero over time, so in practice its opposite part must be too weak to switch the sheet back.

**Q:** How sudden is sudden?

**A:** Keep γ = 0.177 and let the field rise linearly before it is held. The numerical thresholds are 0.842, 0.859 and 0.907 times E_c for rise times of 0.02, 0.05 and 0.10 ps. For 2 ps the value is 0.996. The same 2.5 MV/cm therefore reverses the sheet after a 0.10 ps rise but not after a 2 ps rise.

**Q:** My lithium tantalate crystals switch at far lower fields. What has the model left out?

**A:** Mainly nucleation and domain walls. Slow switching of congruent crystals takes roughly 0.2 MV/cm, less than a tenth of the uniform static field here, so the model does not predict the ordinary coercive field. At a rough limiting speed of 6 km/s, a wall would move 1.1 nm before the calculated sign change. Sparse existing walls thus have little time to act, but local nucleation is not excluded. The barrier aP0²/4 amounts to 29 meV per formula unit of 0.053 nm³, close to kT = 26 meV at 300 K, so uniform motion relies on coupling between neighbours.

**Q:** If a region 10 nm across does move as one, do fluctuations blur the threshold?

**A:** Slightly. For a harmonic mode in a volume V, the variance of p is (ħω/2)coth(ħω/2kT)/(2aP0²V). In a 10 nm cube the spread is 0.0025. Drawing the steepest chord from a start displaced by that amount shifts the undamped threshold by 0.4 percent.

**Q:** And heating or breakdown?

**A:** Between the start and the final state at 2.5 MV/cm, the scaled energy U − ep falls from 0.104 to −0.631. Multiplied by aP0² and divided by a rough heat capacity of 3 J/(cm³ K), this is a rise of at most 87 K, reached if all the energy stays in the sheet. In the model the share 0.036/0.177, one fifth, is radiated away, which leaves 69 K. If a is proportional to the distance from a Curie temperature of roughly 900 K, it falls by 12 to 14 percent. Repeated pulses would need time to cool.

For a rough gap E_g = 4.5 eV and reduced mass m_r of half the electron mass, the two-band tunnelling exponent π√m_r E_g^(3/2)/(2ħeE) is about 150, so direct interband tunnelling is negligible. Avalanche breakdown is not ruled out: a carrier that did not scatter would gain the gap energy in 18 nm along the sheet.

**Q:** What measurement would separate inertia from ordinary switching?

**A:** Hold the final field and the temperature fixed, and vary the rise time. Record P during the pulse as well as afterwards, because a transient reversal need not leave a reversed remanent state. In this uniform model, reversal below E_c that disappears as the rise is slowed is the inertial effect. In a real sample, nucleation also depends on time, so the overshoot and the ringing should be resolved too. In the example the held field stiffens the reversed well, and the ringing settles near 7.3 THz instead of the field-free 6 THz.
